# Six determinants of minimal-basis H2 and the open-shell singlet-triplet gap: test program

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""Energies of the six two-electron determinants of minimal-basis H2.

Result under test (hartree, electronic part):
  |1a 1b>          2 h11 + J11
  |2a 2b>          2 h22 + J22
  |1a 2a>, |1b 2b> h11 + h22 + J12 - K12
  |1a 2b>, |1b 2a> h11 + h22 + J12
and E(open-shell singlet) - E(triplet) = 2 K12.
Here 1, 2 are the bonding and antibonding orbitals, a and b are spin up
and down, h is the one-electron Hamiltonian, Jpq = (pp|qq), Kpq = (pq|pq).
The reference is the Hamiltonian on the product space of two
distinguishable electrons, used with antisymmetrized vectors.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from pyscf import gto, scf

R = 1.4  # bond length in bohr
mol = gto.M(atom=[["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]],
            unit="Bohr", basis="sto-3g", verbose=0)
overlap = mol.intor("int1e_ovlp")[0, 1]
h_ao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri_ao = mol.intor("int2e").reshape(2, 2, 2, 2)
orbitals = np.column_stack([
    np.array([1.0, 1.0]) / np.sqrt(2 * (1 + overlap)),
    np.array([1.0, -1.0]) / np.sqrt(2 * (1 - overlap))])

I2, I4 = np.eye(2), np.eye(4)
PAIRS = {"1a 1b": (0, 1), "2a 2b": (2, 3), "1a 2a": (0, 2),
         "1b 2b": (1, 3), "1a 2b": (0, 3), "1b 2a": (1, 2)}
NAMES = list(PAIRS)


def integrals(c):
    """One- and two-electron integrals over the orbitals in columns of c."""
    h = c.T @ h_ao @ c
    eri = np.einsum("ijkl,ip,jq,kr,ls->pqrs", eri_ao, c, c, c, c)
    return h, eri


def product_hamiltonian(h, eri):
    """Two-electron Hamiltonian before any antisymmetrization (16 x 16)."""
    h_spin = np.kron(h, I2)
    repulsion = np.einsum("prqs,ac,bd->paqbrcsd", eri, I2, I2)
    return (np.kron(h_spin, I4) + np.kron(I4, h_spin)
            + repulsion.reshape(16, 16))


def determinant(i, j):
    """Normalized antisymmetric product of spin orbitals i and j."""
    return (np.kron(I4[i], I4[j]) - np.kron(I4[j], I4[i])) / np.sqrt(2)


def formula_energies(h, eri):
    """Determinant energies from the derived expressions."""
    j12, k12 = eri[0, 0, 1, 1], eri[0, 1, 0, 1]
    open_part = h[0, 0] + h[1, 1] + j12
    return np.array([2 * h[0, 0] + eri[0, 0, 0, 0],
                     2 * h[1, 1] + eri[1, 1, 1, 1],
                     open_part - k12, open_part - k12,
                     open_part, open_part])


dets = np.array([determinant(*PAIRS[name]) for name in NAMES])
assert np.allclose(dets @ dets.T, np.eye(6), atol=1e-12)
triplet = (dets[4] + dets[5]) / np.sqrt(2)
singlet = (dets[4] - dets[5]) / np.sqrt(2)

# Total spin squared, built from the Pauli matrices.
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
spin_squared = np.zeros((16, 16), dtype=complex)
for sigma in pauli:
    one = np.kron(I2, sigma / 2)
    total = np.kron(one, I4) + np.kron(I4, one)
    spin_squared += total @ total
assert np.allclose(spin_squared @ singlet, 0, atol=1e-12)
for state in (triplet, dets[2], dets[3]):
    assert np.allclose(spin_squared @ state, 2 * state, atol=1e-12)
s2_mixed = (dets[4] @ spin_squared @ dets[4]).real
assert abs(s2_mixed - 1) < 1e-12

# Symmetry orbitals of H2.
h, eri = integrals(orbitals)
H = product_hamiltonian(h, eri)
H_det = dets @ H @ dets.T
energies = np.diag(H_det)
assert np.allclose(energies, formula_energies(h, eri), atol=1e-10)
J11, J22, J12 = eri[0, 0, 0, 0], eri[1, 1, 1, 1], eri[0, 0, 1, 1]
K12 = eri[0, 1, 0, 1]
assert abs(H_det[4, 5] + K12) < 1e-10
assert abs(H_det[0, 1] - K12) < 1e-10
E_triplet, E_singlet = triplet @ H @ triplet, singlet @ H @ singlet
gap = E_singlet - E_triplet
assert abs(gap - 2 * K12) < 1e-10
assert abs(E_triplet - energies[2]) < 1e-10

# Both open-shell combinations are eigenstates within this basis.
for state, energy in ((triplet, E_triplet), (singlet, E_singlet)):
    assert np.allclose(H_det @ (dets @ state), energy * (dets @ state),
                       atol=1e-10)
levels = np.linalg.eigvalsh(H_det)
assert np.sum(np.abs(levels - E_triplet) < 1e-9) == 3

# The closed-shell bonding determinant is the Hartree-Fock ground state.
E_nuc = 1 / R
E_rhf = scf.RHF(mol).kernel()
assert abs(E_rhf - energies[0] - E_nuc) < 1e-8

# K12 as the Coulomb self-energy of the density phi1*phi2, in Fourier space.
shell = gto.basis.load("sto-3g", "H")[0][1:]
exps = np.array([row[0] for row in shell])
coefs = np.array([row[1] for row in shell]) * (2 * exps / np.pi) ** 0.75
exp_sums = exps[:, None] + exps[None, :]
weights = np.outer(coefs, coefs) * (np.pi / exp_sums) ** 1.5
weights /= weights.sum()


def self_energy_integrand(k):
    atom_density = np.sum(weights * np.exp(-k * k / (4 * exp_sums)))
    return atom_density ** 2 * (1 - np.sinc(k * R / np.pi))


K_fourier = quad(self_energy_integrand, 0, 40, limit=300,
                 epsabs=1e-11)[0] / (np.pi * (1 - overlap ** 2))
assert abs(K_fourier - K12) < 1e-7 and K12 > 0

# Rotated orbitals: no inversion symmetry, so the singlet is not an eigenstate.
angle = 0.4
rotation = np.array([[np.cos(angle), -np.sin(angle)],
                     [np.sin(angle), np.cos(angle)]])
h_rot, eri_rot = integrals(orbitals @ rotation)
H_rot = product_hamiltonian(h_rot, eri_rot)
rot_energies = np.diag(dets @ H_rot @ dets.T)
assert np.allclose(rot_energies, formula_energies(h_rot, eri_rot), atol=1e-10)
K_rot = eri_rot[0, 1, 0, 1]
gap_rot = singlet @ H_rot @ singlet - triplet @ H_rot @ triplet
assert abs(gap_rot - 2 * K_rot) < 1e-10
coupling = dets[0] @ H @ singlet
coupling_rot = dets[0] @ H_rot @ singlet
coupling_formula = np.sqrt(2) * (h_rot[0, 1] + eri_rot[0, 0, 0, 1])
assert abs(coupling) < 1e-10 and abs(dets[1] @ H @ singlet) < 1e-10
assert abs(coupling_rot - coupling_formula) < 1e-10
assert abs(coupling_rot) > 1e-2

hartree_ev = physical_constants["Hartree energy in eV"][0]
print("H2, STO-3G basis; energies in hartree unless stated")
print(f"bond length R = {R:.1f} bohr")
print(f"atomic-orbital overlap = {overlap:.6f}")
print(f"nuclear repulsion 1/R = {E_nuc:.6f}")
for label, value in (("h11", h[0, 0]), ("h22", h[1, 1]), ("J11", J11),
                     ("J22", J22), ("J12", J12), ("K12", K12)):
    print(f"{label} = {value:.6f}")
print(f"K12 from Fourier quadrature = {K_fourier:.6f}")
print("determinant: electronic energy, total energy")
for name, energy in zip(NAMES, energies):
    print(f"|{name}>: {energy:.6f}, {energy + E_nuc:.6f}")
print(f"separate Hartree-Fock total energy = {E_rhf:.6f}")
print(f"coupling <1a 2b|H|1b 2a> = {H_det[4, 5]:.6f}")
print(f"coupling <1a 1b|H|2a 2b> = {H_det[0, 1]:.6f}")
print(f"<S^2> of |1a 2b> = {s2_mixed:.3f} (units of hbar^2)")
print(f"triplet electronic energy = {E_triplet:.6f}")
print(f"open-shell singlet electronic energy = {E_singlet:.6f}")
print(f"singlet-triplet gap = {gap:.6f}")
print(f"2 K12 = {2 * K12:.6f}")
print(f"singlet-triplet gap = {gap * hartree_ev:.3f} eV")
print("six eigenvalues of the full determinant matrix (electronic):")
print(", ".join(f"{level:.6f}" for level in levels))
print(f"orbital rotation angle for the scope test = {angle:.1f} rad")
print(f"rotated orbitals: 2 K12 = {2 * K_rot:.6f}")
print(f"rotated orbitals: configuration gap = {gap_rot:.6f}")
print(f"rotated orbitals: |<1a 1b|H|singlet>| = {abs(coupling_rot):.6f}")
print("all good")
```

Running it gives:

```
H2, STO-3G basis; energies in hartree unless stated
bond length R = 1.4 bohr
atomic-orbital overlap = 0.659318
nuclear repulsion 1/R = 0.714286
h11 = -1.252797
h22 = -0.475602
J11 = 0.674594
J22 = 0.697495
J12 = 0.663564
K12 = 0.181258
K12 from Fourier quadrature = 0.181258
determinant: electronic energy, total energy
|1a 1b>: -1.831000, -1.116714
|2a 2b>: -0.253709, 0.460576
|1a 2a>: -1.246093, -0.531808
|1b 2b>: -1.246093, -0.531808
|1a 2b>: -1.064835, -0.350550
|1b 2a>: -1.064835, -0.350550
separate Hartree-Fock total energy = -1.116714
coupling <1a 2b|H|1b 2a> = -0.181258
coupling <1a 1b|H|2a 2b> = 0.181258
<S^2> of |1a 2b> = 1.000 (units of hbar^2)
triplet electronic energy = -1.246093
open-shell singlet electronic energy = -0.883577
singlet-triplet gap = 0.362516
2 K12 = 0.362516
singlet-triplet gap = 9.865 eV
six eigenvalues of the full determinant matrix (electronic):
-1.851562, -1.246093, -1.246093, -1.246093, -0.883577, -0.233148
orbital rotation angle for the scope test = 0.4 rad
rotated orbitals: 2 K12 = 0.187534
rotated orbitals: configuration gap = 0.187534
rotated orbitals: |<1a 1b|H|singlet>| = 0.520208
all good
```
